# Rayleigh number of low-pressure nitrogen in a heated reactor gap: a program that tests the result

```python
"""
Result under test: nitrogen at 1 Torr in a 5 cm horizontal gap, heated from
below by 200 K, has a Rayleigh number of order one, far below convective onset.
  Ra = g beta dT L^3/(nu alpha) = Pr g dT L^3 P^2 M^2/(R^2 T^3 mu^2)
g gravity, beta expansivity, dT plate temperature difference, L gap,
nu kinematic viscosity, alpha thermal diffusivity, Pr = nu/alpha,
P pressure, M molar mass, R gas constant, T mean temperature, mu viscosity.
Plates are rigid and isothermal. Gas transport inputs are rough typical values.
Stability calculations use L as length and L^2/alpha as time;
a is the horizontal wavenumber times L.
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

g, R = const.g, const.R
torr = const.torr
M = 0.02801
P, L = 1.0 * torr, 0.05
T_hot, T_cold = 500.0, 300.0
T_mean, dT = (T_hot + T_cold) / 2, T_hot - T_cold
mu_mean, Pr, s = 2.2e-5, 0.71, 0.7
cp = 3.5 * R / M  # rigid-rotor diatomic gas


def viscosity(T):
    return mu_mean * (T / T_mean) ** s


def density(T, pressure=P):
    return pressure * M / (R * T)


def rayleigh(T, pressure=P, gap=L):
    return (Pr * g * dT * gap**3 * pressure**2 * M**2
            / (R**2 * T**3 * viscosity(T) ** 2))


# Rayleigh number from its definition, expansivity by finite difference
rho = density(T_mean)
h = 0.01
beta = -(density(T_mean + h) - density(T_mean - h)) / (2 * h * rho)
nu = mu_mean / rho
conductivity = mu_mean * cp / Pr
alpha = conductivity / (rho * cp)
Ra_definition = g * beta * dT * L**3 / (nu * alpha)
Ra = rayleigh(T_mean)
assert abs(Ra_definition / Ra - 1) < 1e-6
assert 0.3 < Ra < 10


# Constant-property threshold from the determinant of even solutions
def determinant(Ra_trial, a):
    tau = (a**2 * Ra_trial) ** (1 / 3)
    lam = tau * np.array([-1, np.exp(1j * np.pi / 3), np.exp(-1j * np.pi / 3)])
    q = np.sqrt(a**2 + lam)
    rows = np.array([np.ones(3), q * np.tanh(q / 2), (lam / tau) ** 2])
    return np.linalg.det(rows).imag


def marginal(a):
    pole = (np.pi**2 + a**2) ** 3 / a**2
    return brentq(determinant, 1.01 * pole, 6000, args=(a,), xtol=1e-9)


best = minimize_scalar(marginal, bounds=(2.5, 3.8), method="bounded",
                       options={"xatol": 1e-7})
Ra_crit, a_crit = best.fun, best.x

# Galerkin growth rates of the time-dependent linear problem
nodes, weights = np.polynomial.legendre.leggauss(50)
weights = weights / 2
bubble = Legendre([2 / 3, 0, -2 / 3])  # equals 1 - x^2


def growth(Ra_trial, a, prandtl, size=10):
    w = [bubble * bubble * Legendre.basis(n) for n in range(size)]
    th = [bubble * Legendre.basis(n) for n in range(size)]

    def table(functions, order):
        return np.array([2**order * (f.deriv(order) if order else f)(nodes)
                         for f in functions])

    def inner(f, k):
        return (f * weights) @ k.T

    w0, w1, w2 = (table(w, k) for k in range(3))
    t0, t1 = (table(th, k) for k in range(2))
    inertia = (inner(w1, w1) + a**2 * inner(w0, w0)) / prandtl
    bend = w2 - a**2 * w0
    coupling = a * np.sqrt(Ra_trial) * inner(w0, t0)
    zero = np.zeros((size, size))
    mass = np.block([[inertia, zero], [zero, inner(t0, t0)]])
    rate = np.block([[-inner(bend, bend), coupling],
                     [coupling.T, -inner(t1, t1) - a**2 * inner(t0, t0)]])
    return eigh(rate, mass, eigvals_only=True)[-1]


def galerkin_threshold(size):
    return brentq(lambda r: growth(r, a_crit, Pr, size), 1000, 3000, xtol=1e-7)


Ra_gal_small, Ra_gal = galerkin_threshold(6), galerkin_threshold(10)
assert abs(Ra_gal / Ra_crit - 1) < 1e-6
for a in np.linspace(0.5, 12, 24):
    assert growth(0.999 * Ra_crit, a, Pr) < 0
assert growth(1.001 * Ra_crit, a_crit, Pr) > 0

# The energy bound must lie below every computed decay rate
a_scan = np.linspace(0.05, 10, 40)
for prandtl in (Pr, 1.0):
    for Ra_trial in (Ra, 30.0, 90.0):
        slowest = min(-growth(Ra_trial, a, prandtl) for a in a_scan)
        assert slowest > prandtl * (np.pi**2 - np.sqrt(Ra_trial))
assert Ra < np.pi**4 < Ra_crit
decay_linear = min(-growth(Ra, a, Pr) for a in a_scan)
decay_bound = Pr * (np.pi**2 - np.sqrt(Ra))


# Variable-property stationary onset; temperatures in units of the mean
def chebyshev(N):
    k = np.arange(N + 1)
    x = np.cos(np.pi * k / N)
    c = np.where((k == 0) | (k == N), 2.0, 1.0) * (-1.0) ** k
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(N + 1))
    D -= np.diag(D.sum(axis=1))
    return (x + 1) / 2, 2 * D


def base_state(z, eps):
    hot, cold = (1 + eps / 2) ** (s + 1), (1 - eps / 2) ** (s + 1)
    T = (hot + (cold - hot) * z) ** (1 / (s + 1))
    slope = (cold - hot) / ((s + 1) * T**s)
    return T, slope


def variable_marginal(a, eps, N):
    z, D = chebyshev(N)
    T, slope = base_state(z, eps)
    visc = np.diag(T**s)
    # unknown is the vertical mass flux m = w/T
    W = np.diag(T)
    U = -np.diag(T) @ D / a
    shear = visc @ (D @ U - a * W)
    stokes = (-D @ (2 * a * visc @ U - D @ shear / a)
              + 2 * D @ visc @ D @ W + a * shear)
    unit = np.eye(N + 1)
    stokes[0], stokes[-1] = unit[0], unit[-1]
    stokes[1], stokes[-2] = D[0], D[-1]
    heat = D @ D - a**2 * unit
    heat[0], heat[-1] = unit[0], unit[-1]
    source = np.diag(slope / eps)
    source[[0, -1]] = 0
    buoyancy = np.diag(1 / T ** (2 + s)) @ np.linalg.solve(heat, source)
    buoyancy[[0, 1, -2, -1]] = 0
    values = np.linalg.eigvals(-np.linalg.solve(stokes, buoyancy))
    return 1 / values.real.max()


def variable_threshold(eps, N):
    found = minimize_scalar(variable_marginal, bounds=(2.3, 4.5),
                            args=(eps, N), method="bounded")
    return found.fun, found.x


def shooting_determinant(Ra_trial, a, eps):
    def rhs(z, y):
        w, u, shear, normal, phi, flux = y.reshape(6, 3)
        T, slope = base_state(z, eps)
        dw = -a * u + w * slope / T
        pressure = 2 * T**s * dw - normal
        return np.concatenate([
            dw, shear / T**s + a * w,
            2 * a**2 * T**s * u - a * pressure,
            -a * shear - Ra_trial * phi / T ** (2 + s),
            flux, a**2 * phi + w * slope / (T * eps)])
    start = np.zeros((6, 3))
    start[2, 0] = start[3, 1] = start[5, 2] = 1
    end = solve_ivp(rhs, (0, 1), start.ravel(), method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1].reshape(6, 3)
    return np.linalg.det(end[[0, 1, 4]])


eps = dT / T_mean
Ra_var_small, _ = variable_threshold(eps, 18)
Ra_var, a_var = variable_threshold(eps, 24)
Ra_shoot = brentq(shooting_determinant, 0.9 * Ra_var, 1.1 * Ra_var,
                  args=(a_var, eps), xtol=1e-5)
Ra_limit, _ = variable_threshold(1e-3, 24)
assert abs(Ra_shoot / Ra_var - 1) < 1e-4
assert abs(Ra_var_small / Ra_var - 1) < 1e-4
assert abs(Ra_limit / Ra_crit - 1) < 1e-4
assert Ra_var / Ra > 100

P_onset = P * np.sqrt(Ra_var / Ra)
L_onset = L * (Ra_var / Ra) ** (1 / 3)
assert abs(rayleigh(T_mean, pressure=P_onset) / Ra_var - 1) < 1e-10
assert abs(rayleigh(T_mean, gap=L_onset) / Ra_var - 1) < 1e-10

# Peak of the parallel flow driven by a horizontal temperature gradient
z, D = chebyshev(12)
operator, force = D @ D, z - 0.5
operator[0], operator[-1] = np.eye(13)[0], np.eye(13)[-1]
force[[0, -1]] = 0
profile = BarycentricInterpolator(z, np.linalg.solve(operator, force))
samples = profile(np.linspace(0, 1, 4001))
flow_coefficient = np.sqrt(3) / 216
assert abs(np.max(np.abs(samples)) / flow_coefficient - 1) < 1e-5
assert abs(quad(profile, 0, 1)[0]) < 1e-10

# Creep coefficient from moments of the heat-flux-distorted distribution
hx, hw = np.polynomial.hermite_e.hermegauss(12)
hw = hw / hw.sum()
vx, vy = np.meshgrid(hx, hx, indexing="ij")
w_xy = np.outer(hw, hw)


def moment(function, low):
    def slice_z(vz):
        gauss = np.exp(-vz**2 / 2) / np.sqrt(2 * np.pi)
        return gauss * np.sum(w_xy * function(vx, vy, vz))
    return quad(slice_z, low, 12 if low == 0 else -low)[0]


def distortion(x, y, v):
    return x * ((x*x + y*y + v*v) / 2 - 2.5)


heat_moment = moment(lambda x, y, v: (x*x + y*y + v*v) / 2 * x
                     * distortion(x, y, v), -12)
drift_flux = moment(lambda x, y, v: v * x * x, 0)
heat_flux = moment(lambda x, y, v: v * x * distortion(x, y, v), 0)
creep_numeric = 15 / 4 * heat_flux / (heat_moment * drift_flux)
creep_coefficient = 3 / 4
assert abs(creep_numeric - creep_coefficient) < 1e-6

# Sizes of neglected effects
dT_side, carrier_speed = 20.0, 1.0
gradient = dT_side / L
u_buoyant = flow_coefficient * g * gradient * L**3 / (T_mean * nu)
u_creep = creep_coefficient * nu * gradient / T_mean
free_path = mu_mean / P * np.sqrt(np.pi * R * T_mean / (2 * M))
jump = 4 * free_path / L * dT  # two free paths of extra gap at each plate
adiabatic = g * L / cp
assert free_path / L < 0.01 and adiabatic < 1e-4 * dT
assert u_creep > u_buoyant and u_creep * L / alpha < 0.1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Pressure", P / torr, "Torr")
show("Gap", L * 100, "cm")
show("Lower plate temperature", T_hot, "K")
show("Upper plate temperature", T_cold, "K")
show("Mean temperature", T_mean, "K")
show("Molar mass", M * 1000, "g/mol")
show("Viscosity at mean temperature (rough input)", mu_mean, "Pa s")
show("Prandtl number (rough input)", Pr)
show("Viscosity exponent s (rough input)", s)
show("Density", rho, "kg/m3")
show("Expansivity", beta, "1/K")
show("Kinematic viscosity", nu, "m2/s")
show("Thermal diffusivity", alpha, "m2/s")
show("Rayleigh number, mean properties", Ra)
show("Rayleigh number, upper-plate properties", rayleigh(T_cold))
show("Rayleigh number, lower-plate properties", rayleigh(T_hot))
show("Rayleigh number at 760 Torr", rayleigh(T_mean, 760 * torr))
show("Energy-stability bound pi^4", np.pi**4)
show("Critical Ra, constant properties", Ra_crit, digits=7)
show("Critical wavenumber times gap", a_crit, digits=5)
show("Critical Ra, Galerkin 10 functions", Ra_gal, digits=7)
show("Galerkin shift, 6 to 10 functions", Ra_gal - Ra_gal_small, digits=2)
show("dT / mean temperature", eps)
show("Critical Ra, variable properties", Ra_var, digits=6)
show("Wavenumber times gap, variable properties", a_var)
show("Critical Ra by shooting", Ra_shoot, digits=6)
show("Collocation shift, N 18 to 24", Ra_var - Ra_var_small, digits=2)
show("Critical Ra / actual Ra, variable properties", Ra_var / Ra)
show("Onset pressure at 5 cm", P_onset / torr, "Torr")
show("Onset gap at 1 Torr", L_onset * 100, "cm")
show("Diffusion time L^2/alpha", L**2 / alpha * 1000, "ms")
show("Slowest computed w-theta decay rate", decay_linear, "alpha/L^2")
show("Guaranteed amplitude decay rate", decay_bound, "alpha/L^2")
show("Longest decay time from bound",
     L**2 / alpha / decay_bound * 1000, "ms")
show("Lateral temperature difference over 5 cm", dT_side, "K")
show("Lateral buoyant flow coefficient", flow_coefficient)
show("Lateral buoyant peak speed", u_buoyant * 1000, "mm/s")
show("Thermal creep coefficient, quadrature", creep_numeric)
show("Thermal creep speed", u_creep * 1000, "mm/s")
show("Creep speed / buoyant speed", u_creep / u_buoyant)
show("Peclet number of buoyant flow", u_buoyant * L / alpha)
show("Peclet number of creep flow", u_creep * L / alpha)
show("Chosen carrier speed", carrier_speed, "m/s")
show("Creep speed / carrier speed", u_creep / carrier_speed)
show("Mean free path", free_path * 1e6, "um")
show("Knudsen number", free_path / L)
show("Rough total wall temperature jump", jump, "K", 2)
show("Adiabatic temperature drop across gap", adiabatic, "K")
print("finished without a failed check")
```

Printed output:

```
Pressure: 1 Torr
Gap: 5 cm
Lower plate temperature: 500 K
Upper plate temperature: 300 K
Mean temperature: 400 K
Molar mass: 28.01 g/mol
Viscosity at mean temperature (rough input): 2.2e-05 Pa s
Prandtl number (rough input): 0.71
Viscosity exponent s (rough input): 0.7
Density: 0.001123 kg/m3
Expansivity: 0.0025 1/K
Kinematic viscosity: 0.01959 m2/s
Thermal diffusivity: 0.0276 m2/s
Rayleigh number, mean properties: 1.134
Rayleigh number, upper-plate properties: 4.02
Rayleigh number, lower-plate properties: 0.4247
Rayleigh number at 760 Torr: 6.548e+05
Energy-stability bound pi^4: 97.41
Critical Ra, constant properties: 1707.762
Critical wavenumber times gap: 3.1163
Critical Ra, Galerkin 10 functions: 1707.762
Galerkin shift, 6 to 10 functions: -0.00024
dT / mean temperature: 0.5
Critical Ra, variable properties: 1694.68
Wavenumber times gap, variable properties: 3.132
Critical Ra by shooting: 1694.68
Collocation shift, N 18 to 24: 5.7e-07
Critical Ra / actual Ra, variable properties: 1495
Onset pressure at 5 cm: 38.66 Torr
Onset gap at 1 Torr: 57.17 cm
Diffusion time L^2/alpha: 90.59 ms
Slowest computed w-theta decay rate: 9.872 alpha/L^2
Guaranteed amplitude decay rate: 6.251 alpha/L^2
Longest decay time from bound: 14.49 ms
Lateral temperature difference over 5 cm: 20 K
Lateral buoyant flow coefficient: 0.008019
Lateral buoyant peak speed: 0.5017 mm/s
Thermal creep coefficient, quadrature: 0.75
Thermal creep speed: 14.69 mm/s
Creep speed / buoyant speed: 29.29
Peclet number of buoyant flow: 0.000909
Peclet number of creep flow: 0.02662
Chosen carrier speed: 1 m/s
Creep speed / carrier speed: 0.01469
Mean free path: 71.26 um
Knudsen number: 0.001425
Rough total wall temperature jump: 1.1 K
Adiabatic temperature drop across gap: 0.000472 K
finished without a failed check
```
